# Variance-Minimising Weights for Two Contour Densities at Finite Bias

## The two descriptions of one density

A short channel joins two leads with different chemical potentials. Near the source most occupied states come from the source lead, and near the drain most come from the drain lead. The electron density can be calculated by first filling every state according to the left lead and then correcting those that come from the right, or the other way round. With exact integration the answers agree. On a finite energy grid they do not, and the question is how to average them.

The model is coherent and stationary, with a fixed Hamiltonian \(H\) in an orthonormal basis. The lead self-energies are \(\Sigma_L,\Sigma_R\), and energies include the electrostatic potential. Define

\[
G(E)=(E-H-\Sigma_L-\Sigma_R)^{-1},\qquad
\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger),\qquad
A_\alpha=G\Gamma_\alpha G^\dagger ,
\]

where \(G\) is retarded and \(\alpha=L,R\). Lead \(\alpha\) fills its incoming states with \(f_\alpha(E)=[1+e^{(E-\mu_\alpha)/k_BT}]^{-1}\), and \(\mu_L>\mu_R\). The density matrix per spin and valley is

\[
D=\int\frac{dE}{2\pi}\,(A_Lf_L+A_Rf_R).
\]

From here on, \(D,A_L,A_R\) denote one real matrix element, such as the occupation of one site. Define the reference densities and corrections

\[
D_\alpha=\int\frac{dE}{2\pi}(A_L+A_R)f_\alpha,
\]
\[
R=\int\frac{dE}{2\pi}A_R(f_R-f_L),\qquad
L=\int\frac{dE}{2\pi}A_L(f_L-f_R).
\]

The letter names the lead whose states are corrected: \(R\) corrects \(D_L\), and \(L\) corrects \(D_R\).

## Theorem

**Assumptions.**

1. No bound state has an appreciable occupation under \(f_L\) or \(f_R\).
2. Errors in \(D_L\) and \(D_R\) are negligible beside those in \(R\) and \(L\).
3. The computed corrections are \(R+e_R\) and \(L+e_L\), where the errors have zero mean and are independent.
4. Their standard deviations are \(\sigma_R=\kappa|R|\) and \(\sigma_L=\kappa|L|\), with the same \(\kappa>0\).

**Statement.** Among the combinations

\[
\widehat D(w)=w(D_L+R+e_R)+(1-w)(D_R+L+e_L)
\]

with a fixed weight \(w\), the variance is least at

\[
\boxed{w=\frac{L^2}{L^2+R^2}},\qquad
\sigma_{\min}=\kappa\frac{|L||R|}{\sqrt{L^2+R^2}},
\]

provided \(L\) and \(R\) are not both zero. If both vanish, the assumed errors vanish too and any weight serves.

The left-referenced density is weighted by the square of the *other* density's correction. It deserves trust when its own correction \(R\) is small.

## Lemma 1: the two forms are equal

Since \(G^{-1}=E-H-\Sigma_L-\Sigma_R\) and \(H\) is Hermitian,

\[
(G^\dagger)^{-1}-G^{-1}
=\sum_\alpha(\Sigma_\alpha-\Sigma_\alpha^\dagger)
=-i(\Gamma_L+\Gamma_R).
\]

Multiplying by \(G\) on the left and \(G^\dagger\) on the right gives

\[
G-G^\dagger=-iG(\Gamma_L+\Gamma_R)G^\dagger,
\qquad i(G-G^\dagger)=A_L+A_R .
\]

Without bound states this is the whole spectral function, so \(D_L\) and \(D_R\) follow from \(G\) alone. Adding the correction to \(D_L\),

\[
D_L+R=\int\frac{dE}{2\pi}
\left[A_Lf_L+A_Rf_L+A_Rf_R-A_Rf_L\right]=D .
\]

Similarly,

\[
D_R+L=\int\frac{dE}{2\pi}
\left[A_Lf_R+A_Rf_R+A_Lf_L-A_Lf_R\right]=D .
\]

This proves the lemma. \(\square\)

A bound state of energy \(E_b\) and weight \(|\phi|^2\) on the site would be filled by the contour but belongs to neither \(A_L\) nor \(A_R\). The two forms would then differ by \((f_L(E_b)-f_R(E_b))|\phi|^2\). No averaging of integration errors resolves that difference, because the leads do not fix the state's occupation in this coherent model.

## Lemma 2: why the reference densities are easy

For a diagonal element, \(i(G-G^*)=-2\,\mathrm{Im}\,G\), hence

\[
D_\alpha=-\frac1\pi\,\mathrm{Im}\int dE\,G(E)f_\alpha(E).
\]

The retarded \(G\) is analytic in the upper half-plane, so the integral can leave the real axis. Start at an energy below the spectrum, where \(f_\alpha\simeq1\), go up to height \(Y=2\pi nk_BT\), and then go right until \(f_\alpha\) is negligible. This is the path \(C\).

The Fermi function has poles at \(z_k=\mu_\alpha+i(2k+1)\pi k_BT\). There the derivative of \(1+e^{(z-\mu_\alpha)/k_BT}\) is \(-1/k_BT\), so the residue of \(f_\alpha\) is \(-k_BT\). Going right along the real axis and back along \(C\) encloses \(n\) poles anticlockwise:

\[
\int dE\,Gf_\alpha-\int_C dz\,Gf_\alpha
=2\pi i\sum_{k=0}^{n-1}(-k_BT)G(z_k).
\]

Therefore

\[
\int dE\,Gf_\alpha=\int_C dz\,Gf_\alpha
-2\pi ik_BT\sum_{k=0}^{n-1}G(z_k).
\]

Away from the real axis, sharp resonances and band-edge features are smoothed. The corrections contain \(G\Gamma_\alpha G^\dagger\), whose factors have singularities in opposite half-planes. The same deformation is not available to them, and they are integrated on the real axis. This is the reason for assumption 2. \(\square\)

## Proof of the theorem

By Lemma 1 the exact parts of \(\widehat D\) sum to \(wD+(1-w)D=D\). What remains is

\[
\widehat D-D=we_R+(1-w)e_L .
\]

It is useful to allow a covariance \(c=\langle e_Re_L\rangle\) first. The variance is

\[
V(w)=w^2\sigma_R^2+(1-w)^2\sigma_L^2+2w(1-w)c,
\]

and its derivative is

\[
V'(w)=2w\sigma_R^2-2(1-w)\sigma_L^2+2(1-2w)c .
\]

Setting this to zero and collecting \(w\) gives

\[
w(\sigma_R^2+\sigma_L^2-2c)=\sigma_L^2-c,
\qquad
w=\frac{\sigma_L^2-c}{\sigma_L^2+\sigma_R^2-2c}.
\tag{1}
\]

The second derivative, \(2(\sigma_L^2+\sigma_R^2-2c)\), is twice the variance of \(e_R-e_L\). When it is positive the stationary point is the unique minimum.

For independent errors \(c=0\). Inserting assumption 4,

\[
w=\frac{\kappa^2L^2}{\kappa^2L^2+\kappa^2R^2}
=\frac{L^2}{L^2+R^2},
\qquad 1-w=\frac{R^2}{L^2+R^2}.
\]

The minimum variance is then

\[
V_{\min}
=\kappa^2\frac{L^4R^2+R^4L^2}{(L^2+R^2)^2}
=\kappa^2\frac{L^2R^2(L^2+R^2)}{(L^2+R^2)^2}
=\kappa^2\frac{L^2R^2}{L^2+R^2}.
\]

Its square root is \(\sigma_{\min}\). \(\square\)

**Limits.** Let \(m\) be the smaller of \(|L|,|R|\) and \(M\) the larger. Then \(\sigma_{\min}=\kappa m/\sqrt{1+m^2/M^2}\), which lies between \(\kappa m/\sqrt2\) and \(\kappa m\). Averaging gains at most a factor \(\sqrt2\) over the better single reference; the larger benefit, under the same assumptions, is that the weight favours that reference site by site.

For a small difference \(\delta\mu=\mu_L-\mu_R\), \(f_L-f_R\simeq\delta\mu(-\partial f/\partial E)\). To leading order,

\[
L\simeq\delta\mu\int\frac{dE}{2\pi}A_L\left(-\frac{\partial f}{\partial E}\right),
\qquad
R\simeq-\delta\mu\int\frac{dE}{2\pi}A_R\left(-\frac{\partial f}{\partial E}\right).
\]

The factor \(\delta\mu\) cancels from \(w\), which tends to a finite value, while \(\sigma_{\min}\) vanishes in proportion to \(\delta\mu\) at fixed \(\kappa\).

**What "proportional" means.** The theorem takes standard deviations proportional to the corrections. If variances were proportional to \(|L|\) and \(|R|\), equation (1) with \(c=0\) would give \(w=|L|/(|L|+|R|)\).

**Unequal relative errors.** If \(\sigma_L=\kappa_L|L|\) and \(\sigma_R=\kappa_R|R|\), the optimum is

\[
w=\frac{\kappa_L^2L^2}{\kappa_L^2L^2+\kappa_R^2R^2}.
\tag{2}
\]

The boxed weight then remains unbiased but is no longer optimal. It can even be worse than one of the single references.

## Lemma 3: when a grid satisfies the assumptions

Let \(F(E)\) be the integrand of a correction, including \(1/2\pi\). A rectangle rule with step \(h\) and offset \(u\) gives

\[
S(u)=h\sum_jF((j+u)h),\qquad 0\le u<1.
\]

This is periodic in \(u\). Its Fourier coefficients are

\[
\begin{aligned}
F_m&=\int_0^1du\,S(u)e^{-2\pi imu}\\
&=\sum_j\int_j^{j+1}h\,dv\,F(vh)e^{-2\pi imv}
=\int dE\,F(E)e^{-2\pi imE/h}.
\end{aligned}
\]

The second line uses \(v=j+u\) and \(e^{2\pi imj}=1\). If \(u\) is uniformly random, the mean of \(S\) is \(F_0\), the exact integral: the error has zero mean. Since \(F\) is real, \(F_{-m}=F_m^*\), and the variance is

\[
\sigma^2=2\sum_{m\ge1}|F_m|^2 .
\tag{3}
\]

Separately drawn offsets for \(L\) and \(R\) make their errors independent. \(\square\)

Equation (3) also shows the weak point of assumption 4. The relative error is \(\kappa=\sigma/|F_0|\), so a common \(\kappa\) requires equal relative content of rapid energy structure in the two integrands. Proportional integrands satisfy this; different ones generally need not.

## A level for which the assumptions hold

Take one level at zero energy with constant widths \(\Gamma_L,\Gamma_R\), and \(\Gamma=\Gamma_L+\Gamma_R\). Then \(G=(E+i\Gamma/2)^{-1}\) and

\[
A_\alpha=\frac{\Gamma_\alpha}{E^2+\Gamma^2/4}.
\]

With

\[
I=\int\frac{dE}{2\pi}\frac{f_L-f_R}{E^2+\Gamma^2/4},
\]

the corrections are \(L=\Gamma_LI\) and \(R=-\Gamma_RI\). Their integrands are proportional, so both have the same \(\kappa\).

For widths of 30 and 10 meV, chemical potentials \(\pm100\) meV, 300 K and a 30 meV step, \(L=0.6133\), \(R=-0.2044\) and \(\kappa=0.0254\). The formula gives

\[
w=\frac{0.6133^2}{0.6133^2+0.2044^2}=0.900 .
\]

A numerical minimisation of the actual quadrature error over all pairs of 60 equally spaced offsets also gave 0.90000. The minimum rms error was \(4.935\times10^{-3}\) electrons, in agreement with \(\sigma_{\min}\).

### The same grid for both corrections

If both corrections use the same offset, write the error of \(I\) as \(\delta\). Then \(e_L=\Gamma_L\delta\) and \(e_R=-\Gamma_R\delta\): the errors are perfectly anticorrelated. The combined error is

\[
we_R+(1-w)e_L=[-w\Gamma_R+(1-w)\Gamma_L]\delta ,
\]

which vanishes at

\[
w=\frac{\Gamma_L}{\Gamma_L+\Gamma_R}=\frac{|L|}{|L|+|R|}=0.75 .
\]

The numerical minimum was 0.75000, while the squared weight left an rms error of \(3.121\times10^{-3}\) electrons.

An intermediate case tests equation (1). When the leading harmonic in Lemma 3 dominates, the error varies as a cosine of \(2\pi u\). Displacing one grid by one sixth of a step gives correlation \(-\cos(\pi/3)=-0.5\). Equation (1) predicts \(w=0.80769\); direct minimisation gave 0.80772.

The linear weight has a simple meaning for diagonal elements. There \(A_\alpha\ge0\), so \(L\ge0\) and \(R\le0\). With \(w=L/(L-R)\),

\[
wR+(1-w)L=\frac{LR-RL}{L-R}=0,
\qquad D=wD_L+(1-w)D_R .
\]

The corrections now enter through a fraction alone. For a single level, a common relative error cancels from that fraction.

### Weights taken from noisy corrections

In practice the exact \(L\) and \(R\) are unknown, and \(w\) is formed from their computed values. With \(S_2=L^2+R^2\),

\[
\frac{\partial w}{\partial L}=\frac{2LR^2}{S_2^2},
\qquad
\frac{\partial w}{\partial R}=-\frac{2L^2R}{S_2^2}.
\]

The change \(\delta w\) adds \(\delta w(e_R-e_L)\) to the density error. For independent errors its mean is, to second order in \(\kappa\),

\[
\begin{aligned}
b&=\frac{\partial w}{\partial R}\sigma_R^2
-\frac{\partial w}{\partial L}\sigma_L^2\\
&=-\frac{2\kappa^2L^2R^3}{S_2^2}
-\frac{2\kappa^2L^3R^2}{S_2^2}
=-\frac{2\kappa^2L^2R^2(L+R)}{(L^2+R^2)^2}.
\end{aligned}
\]

For the level, both this expression and the direct average gave \(-4.765\times10^{-5}\) electrons. That is about 1% of the minimum rms error. The expansion requires small relative errors.

## A short MoS\(_2\)-like channel

The second case is one transverse mode of a monolayer MoS\(_2\) transistor channel, described by an effective-mass chain. The rough mass is \(0.5m_0\), the temperature 300 K, the spin-valley degeneracy 4 and the site spacing 0.25 nm. The potential is zero for the first 5 nm, rises linearly to 0.12 eV at 7 nm, falls linearly to \(-0.30\) eV at 15 nm, and stays there to 20 nm. The leads continue the flat ends. The chemical potentials are 0.05 and \(-0.25\) eV, and the step of the real-axis grid is 0.020 eV.

Assumption 1 holds. A normalisable state on the chain has positive kinetic energy, and the potential is nowhere below \(-0.30\) eV, so no bound state lies at or below \(-0.30\) eV. A state bound above both bands exceeds \(4t\simeq4.88\) eV, where \(t=1.2192\) eV is the hopping, and its thermal occupation is negligible. At energies inside either lead's band, apart from its edges, a bound state would have to vanish throughout that lead; the nearest-neighbour equation would then make it vanish everywhere.

At 2.5 nm, in the source, \(L=0.9176\) and \(R=-0.0223\) electrons/nm, so

\[
w=\frac{0.9176^2}{0.9176^2+0.0223^2}=0.9994 .
\]

At the barrier top \(w=0.62\), and at 17.5 nm, in the drain, it is \(4\times10^{-5}\). The formula thus changes reference near the barrier top without being told where the barrier is. It does so where \(|L|=|R|\), between 7 and 8 nm. Because the relative errors differ, the actual errors of the two references first become equal further on, between 9 and 10 nm, and in the stretch between these points the formula favours the less accurate reference. It does so again over a short stretch near 12 nm, where \(\sigma_R\) dips just below \(\sigma_L\) and both are about \(10^{-5}\) electrons/nm.

The following rms errors cover all sites and all pairs of the 60 offsets, with the potential held fixed. The unit is \(10^{-3}\) electrons/nm.

| Combination | Error |
|---|---:|
| Left-referenced | 21.5 |
| Right-referenced | 137 |
| Plain average | 69.3 |
| Squared weights | 0.098 |
| Squared weights, noisy corrections | 0.24 |
| Optimum from measured variances | 0.031 |

Squared weights reduce the error about 220-fold relative to the left reference and 1400-fold relative to the right. These factors belong to this potential and grid. Halving the site spacing lowers the table entries by 1 to 2% and leaves the factors at about 220 and 1400. Noisy weights raise the error by a factor of about 2.4, which still leaves it about 90 times smaller than that of the left reference.

The equal-\(\kappa\) assumption is not satisfied. At the barrier top \(\kappa_L=6.7\times10^{-3}\) and \(\kappa_R=1.9\times10^{-4}\). With \(L=0.0819\) and \(R=-0.0640\) electrons/nm,

\[
\sigma_L=5.5\times10^{-4},\qquad
\sigma_R=1.2\times10^{-5}\ \text{electrons/nm}.
\]

The squared weight leaves

\[
\sqrt{(0.62\,\sigma_R)^2+(0.38\,\sigma_L)^2}
\simeq2.1\times10^{-4}\ \text{electrons/nm},
\]

about 17 times the error of the left reference at that site. Equation (2) would choose almost entirely the left reference. The overall success therefore comes from the strong contrast between \(L\) and \(R\) in the source and drain, not from a uniform \(\kappa\). In the source, at 2.5 nm, \(\kappa_L\) is 0.225.

A shared grid gives another warning. Here both kinds of weight are formed from the computed, noisy corrections. Linear weights, ideal for the single level, leave an error of \(4.56\times10^{-3}\) electrons/nm, against \(0.22\times10^{-3}\) for squared weights. At 2.5 nm the linear rule gives the right reference the weight \(0.0223/(0.9176+0.0223)=0.024\). Its error there is \(0.225\times0.9176=0.21\) electrons/nm, which contributes about \(5\times10^{-3}\) with the exact weight and \(6\times10^{-3}\) with the noisy one. The left-reference error is far too small to cancel this. The squared rule suppresses the same contribution by \(R^2/L^2\) instead of \(|R|/|L|\).

## Relation to a real device

The mass and mobility are rough values for monolayer MoS\(_2\), and the ideal leads do not represent metal contacts. The ballistic assumption is doubtful too. A rough mobility of 50 cm\(^2\)/Vs gives a near-equilibrium mean free path \(\lambda=3.4\) nm if the electrons are nondegenerate, shorter than the 10 nm channel. In the degenerate source the same mobility would correspond to a somewhat longer path, about 5 nm. For a flat, nondegenerate channel at small bias, the estimate \(\lambda/(\lambda+10\ \text{nm})=0.25\) would put the current about four times below the ballistic one. That factor does not carry over to the 0.30 V bias used here: an electron that loses energy well below the barrier top is unlikely to return to the source, so scattering there reduces the current less. Both arguments treat the barrier classically, and this one is thin: the transmission is still 0.16 at 50 meV below the top, and about three quarters of the ballistic current of this mode tunnels below it. Scattering would also redistribute the density, and the two-lead formula for \(D\) would need a further term.

The frozen potential matters as well. After summing over transverse momentum, the density at the barrier top is \(1.6\times10^{12}\) cm\(^{-2}\). Across a 1 nm oxide of relative permittivity 3.9 this charge corresponds to 0.07 V, more than half the barrier height in volts. The source density, \(2.2\times10^{13}\) cm\(^{-2}\), corresponds to about 1 V across the same oxide, so the fixed potential presumes that doping or a gate compensates it. A self-consistent calculation could therefore move the barrier and the place where the weights change over. The transverse sum itself changes \(w\) by at most 0.01 in the fixed potential.

An electron descending from the barrier top can gain 0.42 eV, more than a rough 0.2 eV separation to higher valleys, so keeping only the lowest valleys is doubtful near the drain. At that energy the lattice speed is 4% below the parabolic value. Elastic interband tunnelling is closed: the potential varies by only 0.42 eV, less than a rough 2 eV gap, so no valence state in the channel shares an energy with a conduction state. The tunnelling figure in the numerical output assumes a uniform field extending over the whole gap and does not describe this channel. These omissions limit the device prediction; the variance theorem itself depends on the four assumptions stated with it. Values at nine positions along the channel are in the numerical output.

## Computed results

```
Level: Gamma_L, Gamma_R = 30, 10 meV
Level: mu = +/-100 meV, step 30 meV
Level corrections L, R = 0.61333, -0.20444 electrons
Level relative error kappa = 0.02544
Independent grids: best w 0.90000, formula 0.90000
Minimum rms error = 4.935e-03, formula 4.935e-03
Correlation -0.50: best w 0.80772, formula 0.80769
Shared grid: best w 0.75000, linear formula 0.75000
Shared grid rms error with squared weights = 3.121e-03
Noisy-weight bias = -4.765e-05, formula -4.765e-05 electrons
Channel: mass 0.50 m0, T 300 K, kT 25.85 meV
Channel: length 10 nm, site spacing 0.25 nm, hopping 1.2192 eV
Channel: bias 0.30 V, barrier 0.12 eV
mu_L, mu_R = 0.05, -0.25 eV; real-axis step 0.020 eV
Spin-valley degeneracy = 4
Largest mismatch of density forms = 2.6e-15 per site
Columns: x (nm), D, L, R (electrons/nm), w, kappa_L, kappa_R
 2.50 9.1761e-01 9.1757e-01 -2.2333e-02 0.99941 2.25e-01 2.66e-03
 5.00 7.8923e-01 7.8921e-01 -2.2398e-02 0.99920 3.75e-02 1.42e-03
 6.00 3.1222e-01 3.1221e-01 -2.7347e-02 0.99239 1.67e-02 6.35e-04
 7.00 8.1911e-02 8.1909e-02 -6.4011e-02 0.62083 6.74e-03 1.91e-04
 8.00 3.4926e-02 3.4917e-02 -2.4005e-01 0.02072 2.54e-03 6.24e-05
 9.00 2.2886e-02 2.2822e-02 -6.9375e-01 0.00108 1.30e-03 3.20e-05
10.00 1.8514e-02 1.8047e-02 -1.2955e+00 0.00019 9.06e-04 2.27e-05
12.00 3.3666e-02 1.3609e-02 -1.9856e+00 0.00005 7.38e-04 4.15e-06
17.50 9.5089e-01 1.0678e-02 -1.8048e+00 0.00004 6.53e-04 1.75e-02
Rms density errors over all sites, in 1e-3 electrons/nm:
  left-referenced only       21.5174
  right-referenced only      136.9022
  plain average              69.2914
  squared weights            0.0984
  squared, noisy weights     0.2397
  measured-variance optimum  0.0312
  shared grid, squared       0.2208
  shared grid, linear        4.5563
Error reduction from left-only = 218.63 times
Error reduction from right-only = 1391.01 times
Transverse sum: largest change in w = 0.0097
Sheet density at barrier top = 1.560e+12 cm^-2
Its potential shift, 1 nm oxide = 0.0724 V
Rough mobility 50 cm2/Vs: mean free path 3.40 nm
Scattering transmission estimate = 0.254
Peak channel field = 0.600 MV/cm
Rough gap 2.0 eV: log10 interband tunnelling = -58.2
Drain kinetic energy from barrier top = 0.42 eV
Rough higher-valley separation = 0.20 eV
Lattice/parabolic speed at that energy = 0.9560
```
